# Plate width needed to feed a stress void in copper

## Problem

A square metal plate of side $W$ and thickness $t$ is embedded in a stiff dielectric and touched by a via. It was free of stress at a high temperature. On cooling, the metal would shrink more than its surroundings, but it adheres to them and is held stretched. Atoms then diffuse through the plate, the stress relaxes, and the missing volume collects in a single void under the via.

The void is a cube of edge $a=500$ Å, the plate thickness is $t=1000$ Å, and the volumetric thermal strain is $\varepsilon=0.005$.

1. How wide must the plate be to supply the void if its stress relaxes completely?
2. The surface of the void costs energy, so some tension remains. How wide must the plate be then? Take a bulk modulus $B=0.9$ eV/Å$^3$ and a surface energy per area $\gamma=0.1$ eV/Å$^2$, which are round model parameters.
3. Is the void stable, and can it form by thermal fluctuation alone?

**Model.** The dielectric is a rigid cavity of volume $V=W^2t$, and the metal sticks to its walls except at the void. The strain $\varepsilon$ is referred to the cavity: free of stress, the cooled metal would fill the volume $(1-\varepsilon)V$. Diffusion has had time to reach the whole plate and to make the tension uniform and equal in all directions. Elasticity is linear, the void stays cubic, and each of its six faces costs $\gamma$ per area. No other void and no outside supply of atoms takes part.

The algebra is in atomic units, with lengths in bohr and energies in hartree. No constant of nature appears in it, so each formula keeps its form when numbers are inserted in eV and Å.

## First estimate by scaling

The volume set free by relaxation is of the order of the strain times the plate volume. Equating it to the void volume gives

$$
a^3\sim\varepsilon W^2t
\quad\Longrightarrow\quad
W\sim\sqrt{\frac{a^3}{\varepsilon t}} .
$$

With the prefactor set to one,

$$
W\sim\sqrt{\frac{1.25\times10^{8}\ \text{Å}^3}{0.005\times1000\ \text{Å}}}
=5000\ \text{Å}.
$$

The plate must be much wider than the void because the strain is small: each part of the plate gives up half a percent of its volume.

Scaling also gives a first idea of the surface effect. A surface energy $\gamma$ and a length $a$ combine to a tension of order $\gamma/a$, which holds back a strain of order $\gamma/(Ba)$. Compared with the available strain this is

$$
\frac{\gamma}{Ba\varepsilon}=\frac{0.1}{0.9\times500\times0.005}\approx0.04 .
$$

Since $W$ varies as the inverse square root of the strain, the width should grow by about 2 percent. Neither estimate fixes its numerical factor. That needs the full balance of volume and energy.

## Exact solution

### What the volumetric strain means

Let $\delta$ be the fraction by which each edge of the free metal would shrink relative to the cavity. The free volume is then $(1-\delta)^3V$, and by the definition of $\varepsilon$

$$
\varepsilon=1-(1-\delta)^3=3\delta-3\delta^2+\delta^3\approx3\delta .
$$

The neglected terms are smaller than the first by a factor of about $\delta$. Here $\delta\approx0.00167$. If 0.005 were taken for the linear strain, the volumetric strain would be about three times as large, and the width would come out smaller by a factor of about $\sqrt3$, near 2890 Å. The value given in the problem is volumetric, so no further factor of three enters.

### Complete relaxation

When the stress has vanished, the metal has its free volume $(1-\varepsilon)V$. The cavity is rigid and still has volume $V$. The difference is empty:

$$
v=V-(1-\varepsilon)V=\varepsilon V=\varepsilon W^2t .
$$

Setting $v=a^3$ and solving for the side gives the ideal width

$$
W_0=\sqrt{\frac{a^3}{\varepsilon t}} .
\tag{1}
$$

The prefactor is one for a square plate and a void inside the cavity. Hence $W_0=5000$ Å, or 500 nm, which answers question 1.

The logarithm of (1) shows how errors in the data carry over. From $\ln W_0=\tfrac32\ln a-\tfrac12\ln\varepsilon-\tfrac12\ln t$, small changes obey

$$
\frac{dW_0}{W_0}=\frac32\frac{da}{a}-\frac12\frac{d\varepsilon}{\varepsilon}-\frac12\frac{dt}{t}.
$$

The void edge matters most: a void 10 percent larger in edge needs a plate about 15 percent wider.

**A void in the via.** Suppose instead that the void opens in the bottom of the via, just outside the plate, where the metal was equally stretched. At the start the metal fills $V+a^3$, so its free volume is $(1-\varepsilon)(V+a^3)$. At the end this metal fills the plate alone, without stress. Conservation of atoms requires

$$
(1-\varepsilon)(V+a^3)=V
\quad\Longrightarrow\quad
(1-\varepsilon)a^3=\varepsilon V .
$$

The width is therefore $W_0\sqrt{1-\varepsilon}=4987.5$ Å. The plate can be slightly smaller because the metal that leaves the via was itself stretched and takes up less room once relaxed. The shift is a quarter of a percent, and the void is kept inside the plate from here on.

### Energy of a plate with a void

Complete relaxation would minimize the elastic energy alone. With surface energy included, the void volume $v$ follows from the minimum of the total energy.

With a void present, the metal fills $V-v$, while its free volume is $(1-\varepsilon)V$. Its relative volume change, the dilatation, is

$$
e=\frac{(V-v)-(1-\varepsilon)V}{(1-\varepsilon)V}
=\frac{\varepsilon-v/V}{1-\varepsilon}.
$$

A positive $e$ means stretched metal. The elastic energy is $\tfrac12Be^2$ per free volume. A cube of volume $v$ has edge $v^{1/3}$ and surface $6v^{2/3}$. The total energy is

$$
F(v)=\frac{B}{2}(1-\varepsilon)V\,e^2+6\gamma v^{2/3}
=\frac{BV}{2(1-\varepsilon)}\left(\varepsilon-\frac vV\right)^2+6\gamma v^{2/3}.
\tag{2}
$$

One factor $1-\varepsilon$ from the free volume has cancelled one of the two in $e^2$.

To differentiate the first term, note that the derivative of the bracket is $-1/V$, which cancels the factor $V$ in front. In the second term, $6\cdot\tfrac23=4$. Thus

$$
F'(v)=-\frac{B}{1-\varepsilon}\left(\varepsilon-\frac vV\right)+\frac{4\gamma}{v^{1/3}} .
\tag{3}
$$

The first term is $-Be$, minus the tension in the metal. Enlarging the void by $dv$ lets the metal contract and releases the energy $Be\,dv$, while the new surface costs $4\gamma\,dv/a$. The void grows as long as the release exceeds the cost.

### The corrected width

At equilibrium $F'(v)=0$ with $v=a^3$, so that the remaining tension is

$$
Be=\frac{4\gamma}{a}=\frac{4\times0.1}{500}=0.0008\ \text{eV/Å}^3 .
$$

Before the void formed, the tension was $B\varepsilon=0.0045$ eV/Å$^3$ to leading order in strain. Define

$$
\varepsilon_r=\frac{4\gamma}{Ba}=\frac{0.0008}{0.9}=0.000889 .
$$

The equilibrium condition then reads $\varepsilon-a^3/V=(1-\varepsilon)\varepsilon_r$. Solving for $a^3/V$ and inserting $V=W^2t$ gives

$$
W=\sqrt{\frac{a^3}{t\left[\varepsilon-(1-\varepsilon)\varepsilon_r\right]}}
\;\approx\;\sqrt{\frac{a^3}{t(\varepsilon-\varepsilon_r)}} .
\tag{4}
$$

The first form is exact for the energy (2). The second drops a term of relative order $\varepsilon$ in the residual strain. It gives

$$
W\approx\sqrt{\frac{1.25\times10^8}{1000\times(0.005-0.000889)}}\ \text{Å}=5514\ \text{Å}.
$$

The width can also be found without (4), by minimizing (2) numerically over $v$ and varying $W$ until the minimum lies at $v=a^3$. This search gives 5511 Å, the value of the first form. The difference of 3 Å is the effect of the dropped factor $1-\varepsilon$. To the accuracy the model deserves, the answer to question 2 is $W\approx5510$ Å, or 551 nm.

Equation (4) has the right limit: for $\gamma\to0$, $\varepsilon_r$ vanishes and the ratio $W/W_0$ tends to one. A larger void also brings the ratio closer to one, but a cubic void inside the plate cannot have an edge longer than $t$. For any positive $\gamma$ the bracket is smaller than $\varepsilon$, so within this model $W_0$ is a lower bound on the width.

### Stability

A stationary point of $F$ need not be a minimum. Differentiating (3) once more gives

$$
F''(v)=\frac{B}{(1-\varepsilon)V}-\frac{4\gamma}{3v^{4/3}} .
$$

The elastic term stabilizes the void, because growth uses up the tension that drives it. The surface term destabilizes it, because the cost per added volume falls as the void grows.

From here on the factors $1-\varepsilon$ are set to one, so the results hold to leading order in strain. At equilibrium $1/V=(\varepsilon-\varepsilon_r)/a^3$, and the definition of $\varepsilon_r$ gives $4\gamma=B\varepsilon_ra$. Then

$$
F''=\frac{B(\varepsilon-\varepsilon_r)}{a^3}-\frac{B\varepsilon_r}{3a^3}
=\frac{B}{a^3}\left(\varepsilon-\frac43\varepsilon_r\right).
$$

The void is a local minimum if $\varepsilon>\tfrac43\varepsilon_r$.

Whether it also has less energy than the plate without a void is a separate question. The two energies are

$$
F(0)=\tfrac12BV\varepsilon^2,\qquad
F(a^3)=\tfrac12BV\varepsilon_r^2+6\gamma a^2 .
$$

From $\gamma=B\varepsilon_ra/4$ the surface part is $6\gamma a^2=\tfrac32B\varepsilon_ra^3$. With $V(\varepsilon-\varepsilon_r)=a^3$, the elastic difference becomes

$$
\tfrac12BV(\varepsilon^2-\varepsilon_r^2)
=\tfrac12BV(\varepsilon-\varepsilon_r)(\varepsilon+\varepsilon_r)
=\tfrac12Ba^3(\varepsilon+\varepsilon_r).
$$

Subtracting the surface part leaves

$$
F(0)-F(a^3)=\tfrac12Ba^3(\varepsilon+\varepsilon_r-3\varepsilon_r)
=\tfrac12Ba^3(\varepsilon-2\varepsilon_r).
\tag{5}
$$

The void state is lower in energy if $\varepsilon>2\varepsilon_r=0.00178$. The given strain of 0.005 satisfies this and therefore also the weaker condition for a local minimum. Evaluating (2) at $W=5514$ Å gives $3.44\times10^5$ eV without the void and $1.61\times10^5$ eV with it. The gain is about $1.8\times10^5$ eV, as (5) also gives.

### How the void starts

A stable final state does not ensure that the void can form. Expand the elastic energy for a small void of edge $s$ and volume $v=s^3$:

$$
\frac{BV}{2}\left(\varepsilon-\frac vV\right)^2
=\frac{BV\varepsilon^2}{2}-B\varepsilon v+\frac{Bv^2}{2V}.
$$

The last term is smaller than the one before it by the factor $v/(2\varepsilon V)$ and can be dropped while the void is far below its final volume. The energy relative to the plate without a void is then

$$
G(s)=6\gamma s^2-B\varepsilon s^3 .
$$

At small $s$ the surface term wins and the energy rises. Setting $G'(s)=12\gamma s-3B\varepsilon s^2=0$ gives the critical edge

$$
s^*=\frac{4\gamma}{B\varepsilon}=\frac{4\times0.1}{0.9\times0.005}\ \text{Å}=88.9\ \text{Å}.
$$

For the height, use $B\varepsilon s^*=4\gamma$:

$$
G(s^*)=6\gamma s^{*2}-4\gamma s^{*2}=2\gamma s^{*2}\approx1580\ \text{eV}.
$$

A numerical maximization of (2) over the void edge, with no term dropped, gives 1572 eV at 88.85 Å, so the simplified barrier is good to about half a percent.

Thermal energies are a few hundredths of an eV at the temperatures of a working interconnect. A barrier of this height cannot be crossed by fluctuation, and a spherical void would lower it only by about half. This answers question 3 for the rigid cavity of the model: the void is stable once present, but it cannot start in sound metal. It needs a flaw, such as a patch of interface that does not adhere, which provides an opening larger than $s^*$ or lowers the surface cost. Beyond $s^*$ the energy falls with growth until the minimum is reached.

The critical edge also gives the stability conditions a simple reading. Dividing the definitions shows that $\varepsilon_r/\varepsilon=s^*/a$. The void is locally stable if $a>\tfrac43s^*$ and lower in energy than the plate without a void if $a>2s^*$. With $a=500$ Å both hold.

### A limit on small plates

The same relation shows what happens in a narrow plate. Replacing $\varepsilon_r$ by $\varepsilon s^*/a$ in the second form of (4) and squaring gives

$$
W^2t=\frac{a^3}{\varepsilon(1-s^*/a)}=\frac{a^4}{\varepsilon(a-s^*)} .
$$

As a function of $a$, the right side grows without bound both for $a\to s^*$ and for $a\to\infty$. Its minimum in between follows from $4a^3(a-s^*)-a^4=0$, that is $a=\tfrac43s^*$, the edge at which local stability begins. Inserting it, with $a^4=\tfrac{256}{81}s^{*4}$ and $a-s^*=\tfrac13s^*$, gives

$$
(W^2t)_{\min}=\frac{256}{27}\,\frac{s^{*3}}{\varepsilon}.
$$

A plate of smaller volume has no equilibrium void of any size: a cavity in it lowers its energy by shrinking. The volume balance (1) misses this threshold, since it assigns a void to every plate, however small.

## Comparison

For complete relaxation the scaling estimate and the exact result (1) agree in value as well as in form, both giving 5000 Å. The powers of $a$, $\varepsilon$ and $t$ had to agree. The prefactor of one did not follow from scaling: it comes from the square plate, the cubic void and the use of volumetric strain. For a circular plate of diameter $D$, the area $\pi D^2/4$ must equal $W_0^2$, so that $D=2W_0/\sqrt\pi$.

For the surface correction the estimate was too low. It compared $\gamma/(Ba)$ with $\varepsilon$ and found about 4 percent, whereas the derivative of the surface energy of a cube supplies a factor of four:

$$
\frac{\varepsilon_r}{\varepsilon}=\frac{0.000889}{0.005}\approx0.18 .
$$

Nearly a fifth of the strain stays in the metal and is not available to the void. The ratio of widths is

$$
\frac{W}{W_0}\approx\left(1-\frac{\varepsilon_r}{\varepsilon}\right)^{-1/2}\approx1.10 ,
$$

so the plate must be about 10 percent wider than $W_0$, not 2 percent.

This figure holds for a rigid cavity. The walls of a real dielectric are drawn inward by the remaining tension, and the volume they take up is also lost to the void. For a plate of given shape, elastically compliant walls act like a smaller bulk modulus $B$, which raises both $\varepsilon_r$ and $s^*$. The correction is then larger, and once $\tfrac43s^*$ exceeds $a$ the void is no longer stable. The softening also grows with the width. The broad faces of a flat cavity bow inward by an amount proportional to $W$, so the volume they take up grows as $W^3$, while the supply grows only as $\varepsilon W^2t$. Widening the plate can then fail to supply the void at any $W$. For a flat cavity of these proportions in an unbounded elastic medium this happens for silica and can happen even for a dielectric somewhat stiffer than the metal. The corrected width and the stability found here should therefore not be carried over to a real dielectric without including its elasticity and that of the layers around it. The ideal width $W_0$ is not affected if the dielectric is elastic, because its walls spring back when the tension vanishes.

The correction can also be read at fixed width. Minimizing (2) numerically for a plate of side $W_0=5000$ Å gives a void of edge 466 Å, with 81 percent of the required volume. The lost share, 19 percent, is slightly larger than $\varepsilon_r/\varepsilon\approx18$ percent because the smaller void keeps a higher tension, $4\gamma$ divided by its own edge.

These widths are conditions of supply. If diffusion has not reached the edges of the plate, the distance it has covered limits the supply instead of $W$. A wider plate then does not help, and the void needs more time to reach the given size. If several voids share the plate, each at first receives only part of the volume. Within this model such sharing does not last. Two equal voids can both balance the tension, but the surface energy $6\gamma v^{2/3}$ rises ever more slowly with $v$, so moving a little volume from one void to the other lowers the total energy. As long as atoms can diffuse between them, the larger void grows at the expense of the smaller.

Numbers in the example were calculated in double precision.
